# Depth-Dependent Heating by a Light Pulse without Thermal Diffusion

## What dimensions and symmetry fix

A light pulse falls at normal incidence on a flat, uniform solid filling \(z>0\). The beam has uniform intensity across its width and is much wider than the heated depth, so away from its edge the temperature depends on depth alone. Let \(F\) be the incident energy per area, the fluence, and \(R\) the reflected fraction. The interior receives the fluence \((1-R)F\).

Suppose that heat stays where it is deposited. The temperature rise \(\Delta T\) can then depend on \((1-R)F\) in J/cm\(^2\), on the heat capacity per volume \(\rho c\) in J/(cm\(^3\) K), on an inverse length \(\alpha\) describing absorption, and on \(z\). With constant material properties the rise is proportional to the energy supplied. Dimensions then require

\[
\Delta T(z)=\frac{(1-R)\alpha F}{\rho c}\,g(\alpha z).
\]

The pulse length \(\tau\) is absent: once conduction is dropped, no other quantity contains a time with which \(\tau\) could form a dimensionless ratio. The pulse shape is absent too, because equal portions of energy heat a given layer equally, whenever they arrive.

Symmetry fixes \(g\). The material below any depth is again a uniform half-space, lit by a weaker beam. Its heating profile must have the same shape, reduced by a constant factor. A smooth, decaying function that is merely rescaled by every shift is an exponential. Its decay rate and prefactor follow from the definition of \(\alpha\) and from energy conservation.

## From light to heat

Let \(I_0(t)\) be the incident power per area and \(I(z,t)\) the inward power per area inside the solid. The solid is thick enough that no light returns from its back face. With constant \(R\),

\[
I(0,t)=(1-R)I_0(t),\qquad F=\int I_0(t)\,dt .
\]

A thin layer \(dz\) removes a fraction \(\alpha\,dz\) of the light passing through it. This defines the intensity absorption coefficient \(\alpha\), taken as constant:

\[
\frac{\partial I}{\partial z}=-\alpha I .
\]

The sign is negative because the beam weakens inward. Multiplying by \(e^{\alpha z}\) gives \(\partial(Ie^{\alpha z})/\partial z=0\), hence

\[
I(z,t)=(1-R)I_0(t)e^{-\alpha z}.
\]

The transit time of light through the heated layer is neglected.

Per unit area, a layer between \(z\) and \(z+dz\) gains optical power \(I(z)-I(z+dz)=-(\partial I/\partial z)\,dz=\alpha I\,dz\). Assume that this energy promptly becomes local heat, with none stored in long-lived excitations. Conduction carries the flux \(q=-k\,\partial T/\partial z\), where \(k\) is the thermal conductivity, and adds \(-(\partial q/\partial z)\,dz\). With constant density \(\rho\), specific heat \(c\) and conductivity, and no change of phase,

\[
\rho c\frac{\partial T}{\partial t}
=k\frac{\partial^2T}{\partial z^2}+\alpha I(z,t).
\]

Now drop the conduction term and integrate over the pulse:

\[
\rho c\,\Delta T(z)
=\alpha(1-R)e^{-\alpha z}\int I_0(t)\,dt .
\]

The integral is \(F\), so

\[
\boxed{\Delta T(z)=\frac{(1-R)\alpha F}{\rho c}e^{-\alpha z}} .
\]

The numerator \(w(z)=(1-R)\alpha F e^{-\alpha z}\) is the absorbed energy per volume. The factor \(\alpha\) converts energy per area into energy per volume. Integration over depth recovers the whole absorbed fluence:

\[
\int_0^\infty \rho c\,\Delta T\,dz
=(1-R)F\int_0^\infty\alpha e^{-\alpha z}\,dz=(1-R)F .
\]

Stronger absorption therefore heats the surface more by concentrating the same energy in a thinner layer, if \(R\) and \(F\) are held fixed.

## When conduction may be dropped

Define the thermal diffusivity \(D=k/(\rho c)\). During a time \(t\) heat spreads over a length of order \(\sqrt{Dt}\), to be compared with the absorption depth \(1/\alpha\). The size of the error requires a solution of the heat equation.

Consider first an instantaneous deposit with initial rise \(\Delta T_0e^{-\alpha z}\), where \(\Delta T_0=(1-R)\alpha F/(\rho c)\). Let no heat leave through the surface, so \(\partial T/\partial z=0\) at \(z=0\). Extending the initial rise evenly to \(\Delta T_0e^{-\alpha|z|}\) on the whole line enforces this condition, since an even smooth function has zero slope at the origin.

On the whole line, a unit amount of heat placed at the origin spreads as

\[
G(z,t)=\frac{1}{\sqrt{4\pi Dt}}\exp\left(-\frac{z^2}{4Dt}\right).
\]

Differentiation confirms this:

\[
\frac{\partial G}{\partial t}
=\left(\frac{z^2}{4Dt^2}-\frac1{2t}\right)G
=D\frac{\partial^2G}{\partial z^2}.
\]

The area under \(G\) is one, and its width vanishes as \(t\to0\). Adding the contributions of all starting points gives the fraction of the initial surface rise that remains:

\[
f=2\int_0^\infty G(z,t)e^{-\alpha z}\,dz .
\]

The factor 2 comes from the two equal halves. Put \(z=2\sqrt{Dt}\,s\) and \(p=\alpha\sqrt{Dt}\), then complete the square:

\[
f(p)=\frac2{\sqrt\pi}\int_0^\infty e^{-s^2-2ps}\,ds
=e^{p^2}\frac2{\sqrt\pi}\int_p^\infty e^{-v^2}\,dv
=e^{p^2}\operatorname{erfc}(p).
\]

Here \(v=s+p\), and the last step is the definition of the complementary error function.

For a pulse of constant power and length \(\tau\), the portions of heat have ages spread evenly from 0 to \(\tau\) at the end of the pulse. Let \(y=\alpha\sqrt{D\tau}\). Since \(t=p^2/(\alpha^2D)\), we have \(dt/\tau=2p\,dp/y^2\), and the surface fraction is

\[
S(y)=\frac1\tau\int_0^\tau f\,dt
=\frac1{y^2}\int_0^y2p f(p)\,dp .
\]

Differentiating \(f\) gives \(f'=2pf-2/\sqrt\pi\), so \(2pf=f'+2/\sqrt\pi\). With \(f(0)=1\),

\[
S(y)=\frac{f(y)-1+2y/\sqrt\pi}{y^2}.
\]

Because \(2pf\ge0\), the same derivative obeys \(f'\ge-2/\sqrt\pi\), and hence \(1-f(p)\le2p/\sqrt\pi\). Averaging this inequality over the flat pulse gives

\[
1-S(y)\le\frac1{y^2}\int_0^y2p\,\frac{2p}{\sqrt\pi}\,dp
=\frac{4y}{3\sqrt\pi}.
\]

For another pulse shape of total duration \(\tau\), no portion of heat is older than \(\tau\) at the end of the pulse, so the fractional loss is at most \(2y/\sqrt\pi\). Here \(\tau\) is the full duration, which exceeds the width at half maximum usually quoted for a laser pulse. For any pulse shape, the boxed formula is therefore accurate at the surface if

\[
\alpha\sqrt{D\tau}\ll1 .
\]

## Why the surface is the sensitive place

Let \(y\) be small. At depths of many diffusion lengths, the boundary then has a negligible influence during the pulse. There \(\partial^2e^{-\alpha z}/\partial z^2=\alpha^2e^{-\alpha z}\), so an instantaneous deposit keeps its shape and grows by \(e^{\alpha^2Dt}\). Averaging over a flat pulse gives

\[
\frac1\tau\int_0^\tau e^{\alpha^2Dt}\,dt
=\frac{e^{y^2}-1}{y^2}\simeq1+\frac{y^2}{2}.
\]

This is a gain, and it is of second order in \(y\). A layer at such depths receives more heat from the hotter side than it passes on.

At the surface, \(f'=2pf-2/\sqrt\pi\) can be solved in powers of \(p\). Starting from \(f(0)=1\) and inserting each approximation on the right gives

\[
f=1-\frac{2p}{\sqrt\pi}+p^2-\frac{4p^3}{3\sqrt\pi}+\frac{p^4}{2}+\cdots .
\]

Putting this into \(S\) yields

\[
S(y)=1-\frac{4y}{3\sqrt\pi}+\frac{y^2}{2}+\cdots .
\]

The surface error is of first order. The deposited profile has slope \(-\alpha\Delta T_0\) at \(z=0\), whereas an insulated surface requires zero slope. In the even extension this appears as a kink, which diffusion rounds off at once. Comparing \(D\,\partial^2T/\partial z^2\) with the source in the interior gives an estimate of order \(y^2\) and misses this larger effect.

## The opposite limit

For \(y\gg1\), the function \(f(y)\) is small and the largest term of \(S\) is \(2/(\sqrt\pi y)\). Multiplying by \(\Delta T_0\), and using \(\rho c\sqrt{D\tau}=\sqrt{k\rho c\tau}\), gives

\[
\Delta T(0)\simeq
\frac{(1-R)\alpha F}{\rho c}\,
\frac{2}{\sqrt\pi\,\alpha\sqrt{D\tau}}
=\frac{2(1-R)F}{\sqrt{\pi k\rho c\tau}} .
\]

The factor 2 belongs to a flat pulse at its end; other shapes change it. For a Gaussian pulse whose full width at half maximum is \(\tau\), the peak rise has about 1.57 in its place. The absorption coefficient has cancelled: the heated depth is now set by diffusion. At fixed fluence a longer pulse heats the surface less. A metal such as aluminium under a nanosecond pulse belongs here, since its absorption depth is roughly 10 nm and heat spreads much farther than that during the pulse.

## Example: a doped indium oxide crystal

Consider a thick, heavily n-doped In\(_2\)O\(_3\) crystal under a flat 10 ns pulse at 1064 nm. The rough inputs are \(R=0.08\), \(\alpha=2000\) cm\(^{-1}\), \(\rho=7.2\) g/cm\(^3\), \(c=0.36\) J/(g K) and \(k=0.1\) W/(cm K). The fluence is 0.40 J/cm\(^2\) and the crystal starts at 300 K.

The material matters for the assumption of prompt heating. The photon energy is 1.165 eV, and two photons carry 2.331 eV, less than the rough band gap of 2.9 eV. In this model the free electrons supplied by doping absorb the light and pass the energy to the lattice. Absorption across the gap would instead store part of the energy in electron-hole pairs until they recombined.

The heat capacity per volume is

\[
\rho c=7.2\times0.36=2.592\ \text{J/(cm}^3\text{ K)} .
\]

The absorbed energy density at the surface is

\[
w(0)=0.92\times2000\times0.40=736\ \text{J/cm}^3 ,
\]

and the surface rise is

\[
\Delta T_0=\frac{736}{2.592}=284\ \text{K}.
\]

With constant properties and no conduction the surface reaches about 584 K. The absorption depth is \(1/\alpha=5\) µm, where the rise is \(284/e=104\) K. It is 172 K at 2.5 µm, 38 K at 10 µm and 5 K at 20 µm. The crystal is 500 µm thick, or 100 absorption depths, so light returning from the back is negligible.

For conduction, \(D=0.1/2.592=0.0386\) cm\(^2\)/s. The diffusion length is \(\sqrt{D\tau}=196\) nm, and

\[
y=\frac{0.196\ \text{µm}}{5\ \text{µm}}=0.039 .
\]

The expression for \(S\) gives a surface loss of 2.88% relative to the diffusion-free rise; the upper bound is 2.96%. A numerical solution of the heat equation with an insulated surface also gives 2.88%. At one absorption depth it gives a gain of 0.077%, in agreement with \(y^2/2\). These values are for the flat pulse. A Gaussian pulse of 10 ns width at half maximum lasts longer, and its peak surface rise falls about 4.8% below the diffusion-free value.

A pulse 100 times shorter, with fluence and material held fixed, has a loss of 0.295%. The loss falls nearly tenfold, as a first-order dependence on \(\sqrt\tau\) requires. At the other extreme, \(y=1\) is reached at \(\tau=1/(\alpha^2D)=6.48\) µs. The surface loss is then 44.4%, and the boxed formula is no longer useful there.

The deposited profile also survives for a while after a short pulse. Setting \(f(p)=0.9\) shows that an instantaneous deposit loses 10% of its surface rise in 60 ns, six times the pulse length used here.

## Properties that change with temperature

**Heat capacity.** If \(c\) depends on temperature, the absorbed energy density \(w(z)\) is unchanged as long as the optical properties are constant. The final temperature \(T_f\), reached from the starting temperature \(T_i\), follows from

\[
\int_{T_i}^{T_f(z)}\rho c(T)\,dT=w(z).
\]

For an estimate, treat the lattice as oscillators of one frequency, the Einstein model. An oscillator with level spacing \(k_B\theta\) has mean thermal energy \(k_B\theta/(e^{\theta/T}-1)\). This follows from Boltzmann weights \(x^n\), with \(x=e^{-\theta/T}\), because the mean level number is \(\sum nx^n/\sum x^n=x/(1-x)\). Each formula unit has five atoms and thus 15 oscillators. With molar mass \(M\) and gas constant \(R_g\), the thermal energy per volume is

\[
U(T)=\frac{15R_g\rho}{M}\,\frac{\theta}{e^{\theta/T}-1}.
\]

Requiring \(dU/dT=\rho c\) at 300 K gives \(\theta=494\) K. Solving \(U(T_f)-U(300\ \text{K})=736\) J/cm\(^3\) gives a surface rise of 256 K, which is 9.7% below the constant-\(c\) value. The heat capacity grows on heating, so the same energy produces a smaller rise.

**Absorption.** Suppose instead that \(\alpha\) grows as \(\alpha(1+bu)\), where \(u\) is the local rise, with \(c\) and \(R\) held constant. At the surface the entering light is not yet attenuated. If \(\Phi\) is the incident fluence received so far,

\[
\frac{du}{d\Phi}=\frac{(1-R)\alpha}{\rho c}(1+bu).
\]

Dividing by \(1+bu\) and integrating from \(\Phi=0\) to \(F\) gives

\[
\frac{\ln(1+bu)}b=\Delta T_0,
\qquad
u=\frac{e^{b\Delta T_0}-1}{b}.
\]

For an assumed \(b=5\times10^{-4}\) K\(^{-1}\), the surface rise becomes 305 K, an increase of 7.4%. A numerical solution for the coupled light and temperature gives 102 K at 5 µm, slightly less than the original 104 K. The total absorbed energy is the same, but more of it is taken out near the surface.

## Heat carried by electrons

The absorbing electrons may move before they heat the lattice. Let \(E(z,t)\) be their excess energy density, \(D_e\) their energy diffusivity and \(\tau_e\) the transfer time to the lattice:

\[
\frac{\partial E}{\partial t}
=D_e\frac{\partial^2E}{\partial z^2}-\frac{E}{\tau_e}+\alpha I .
\]

Integrate from before the pulse until all the energy has been transferred. The left side gives zero. No electron energy leaves through the surface, so the slope of \(E\) vanishes at \(z=0\). The heat received by the lattice is \(h(z)=\int(E/\tau_e)\,dt\), so with \(L^2=D_e\tau_e\),

\[
h-L^2\frac{d^2h}{dz^2}=w(0)e^{-\alpha z},\qquad h'(0)=0 .
\]

For \(\alpha L\ne1\), the decaying solution is

\[
h=\frac{w(0)}{1-\alpha^2L^2}
\left(e^{-\alpha z}-\alpha L\,e^{-z/L}\right),
\]

where the coefficient of the second term makes the slope vanish at \(z=0\). At the surface,

\[
\frac{h(0)}{w(0)}=\frac{1-\alpha L}{1-\alpha^2L^2}=\frac1{1+\alpha L}.
\]

With assumed values \(D_e=20\) cm\(^2\)/s and \(\tau_e=1\) ps, \(L=45\) nm and the surface loss from electron spreading alone is 0.89%. It does not simply add to the conduction loss. The lattice already smooths the profile over 196 nm, and with both effects the surface loss is about 3.1% instead of 2.9%. The transfer time is \(10^{-4}\) of the pulse length, so the delay itself is unimportant here. Thermal radiation is smaller still: a black body held at the final surface temperature for 10 ns would emit about \(2\times10^{-8}\) of the absorbed energy, which lowers the surface rise by less than one part in a million. Conduction into still air at the surface costs more, roughly 0.1% of the surface rise.

## Melting, and the real material

The formula describes heating up to the start of melting. With constant properties and negligible conduction, a surface initially at \(T_i\) reaches the melting temperature \(T_m\) at the fluence

\[
F_m=\frac{\rho c\,(T_m-T_i)}{(1-R)\alpha}.
\]

Beyond this point latent heat must be supplied, and \(R\), \(\alpha\) and \(c\) can change on melting. The example stays far below the rough melting temperature of 2200 K. Applying \(F_m\) to this crystal would stretch constant properties over a much larger interval than the one examined above, so it would give only a rough estimate.

The chosen \(\alpha\) stands for heavy doping. It depends on the density and mobility of the electrons and may differ by a factor of ten or more between samples; at fixed \(R\) and \(F\) the surface rise given by the boxed formula changes in proportion, as long as \(\alpha\sqrt{D\tau}\) stays small. Doping changes \(R\) as well. Near \(10^{21}\) electrons per cm\(^3\) the plasma edge approaches the laser wavelength and \(\alpha\) can be about ten times larger. Then \(y\) is near 0.4 for a 10 ns pulse, the surface loss is about 20%, and conduction can no longer be dropped. The conductivity is less critical: doubling \(k\) would raise the surface loss from about 3% to about 4%. For the thick crystal, the largest corrections estimated here are those from \(c(T)\) and \(\alpha(T)\), roughly 10% and 7% in opposite directions. They were calculated separately, and the second rests on an assumed slope.

A thin film of In\(_2\)O\(_3\) breaks the assumption of a thick solid. A 200 nm film with the same \(\alpha\) has \(\alpha d=0.04\) and absorbs about 4% of the light in one pass. Reflections from its two faces then affect the absorbed energy. The film is also about as thick as the diffusion length for 10 ns, so heat loss into a conducting substrate is no longer a correction of a few percent. Such a film needs a layered optical and thermal calculation.

The complete set of values is given in the numerical output.

## Computed results

```
INPUTS (rough typical or assumed values)
wavelength: 1064 nm
reflected fraction R: 0.08
absorption coefficient alpha: 2000 1/cm
incident fluence F: 0.4 J/cm2
pulse length: 10 ns
density: 7.2 g/cm3
specific heat: 0.36 J/(g K)
thermal conductivity: 0.1 W/(cm K)
starting temperature: 300 K
rough melting temperature: 2200 K
rough band gap: 2.9 eV
crystal thickness: 500 um
assumed fractional slope of alpha: 0.0005 1/K
assumed electron transfer time: 1 ps
assumed electron diffusivity: 20 cm2/s
molar mass of In2O3: 277.63 g/mol
MAIN RESULT
absorbed fluence: 0.368 J/cm2
absorption depth: 5 um
volumetric heat capacity: 2.592 J/(cm3 K)
absorbed energy density at surface: 736 J/cm3
surface temperature rise: 284.0 K
surface temperature: 584.0 K
rise at depth 2.5 um: 172.2 K
rise at depth 5.0 um: 104.5 K
rise at depth 10.0 um: 38.4 K
rise at depth 20.0 um: 5.2 K
CONDUCTION
thermal diffusivity: 0.03858 cm2/s
diffusion length sqrt(D tau): 196.4 nm
ratio alpha sqrt(D tau): 0.03928
surface loss, formula: 2.88 %
surface loss, heat equation: 2.88 %
upper bound on surface loss: 2.96 %
gain at one absorption depth: 0.077 %
surface loss, 100 times shorter pulse: 0.295 %
pulse length for ratio one: 6.48 us
surface loss for that pulse: 44.4 %
10% cooling time after instant deposit: 60.1 ns
OTHER NEGLECTED EFFECTS
Einstein temperature: 494 K
surface rise with c(T): 256.4 K
change due to c(T): -9.7 %
surface rise with alpha(T): 305.1 K
change due to alpha(T): 7.4 %
rise at 5 um with alpha(T): 102.4 K
electron spreading length: 44.7 nm
surface loss by electron spreading: 0.89 %
electron transfer time / pulse length: 1.0e-04
photon energy: 1.165 eV
two-photon energy: 2.331 eV
black-body loss / absorbed energy: 1.8e-08
crystal thickness times alpha: 100
```
